# Kugel-Khomskii exchange for two degenerate orbitals at quarter filling

Before a symmetry-broken calculation for a Mott insulator with two degenerate orbitals can start, someone has to choose the unit cell and the initial density matrix. A one-site cell can hold a ferromagnet, but it cannot hold orbitals that alternate from site to site. If the low-energy exchange favours parallel spins together with alternating orbitals, that cell excludes the right solution from the outset. A second decision follows: whether a product-state treatment, with one fixed spin and orbital state per site, can be trusted at the given Hund coupling. Both depend on the spin-orbital exchange Hamiltonian at strong coupling.

Take a lattice with two real orbitals $a=1,2$ on each site and on average one electron per site, which is a quarter of the four available states. Electrons hop between neighbours with

$$V=-t\sum_{\langle ij\rangle}\sum_{a\sigma}\left(c^\dagger_{ia\sigma}c_{ja\sigma}+c^\dagger_{ja\sigma}c_{ia\sigma}\right).$$

The hopping is the same for both orbitals and does not turn one into the other. This is an assumption about the material, and the SU(4) symmetry found below depends on it. The interaction on one site, with the site index dropped, is

$$\begin{aligned}h={}&U\sum_a n_{a\uparrow}n_{a\downarrow}+(U-2J)\,n_1n_2\\&+J\sum_{\sigma\sigma'}c^\dagger_{1\sigma}c^\dagger_{2\sigma'}c_{1\sigma'}c_{2\sigma}+J\left(c^\dagger_{1\uparrow}c^\dagger_{1\downarrow}c_{2\downarrow}c_{2\uparrow}+\text{h.c.}\right),\end{aligned}$$

where $n_a=n_{a\uparrow}+n_{a\downarrow}$. The value $U-2J$ makes $h$ invariant under real rotations of the two orbitals. We take $0\le J<U/3$ and $t\ll U-3J$.

An empty or singly occupied site has $h=0$, so the energies that matter are those of two electrons on one site. Put them first in different orbitals. The exchange term that removes spins $\sigma,\sigma'$ from orbitals 1 and 2 gives

$$J\,c^\dagger_{1\sigma'}c^\dagger_{2\sigma}c_{1\sigma}c_{2\sigma'}\;c^\dagger_{1\sigma}c^\dagger_{2\sigma'}|0\rangle=-J\,c^\dagger_{1\sigma'}c^\dagger_{2\sigma}|0\rangle .$$

The minus sign arises because $c_{2\sigma'}$ must pass $c^\dagger_{1\sigma}$. The term therefore swaps the two spins with amplitude $-J$. Spin-symmetric states gain $J$ and the antisymmetric state loses it, so the triplet lies at $U-2J-J=U-3J$ and the singlet at $U-2J+J=U-J$. If both electrons share an orbital, the energy is $U$, and pair hopping connects $c^\dagger_{1\uparrow}c^\dagger_{1\downarrow}|0\rangle$ with $c^\dagger_{2\uparrow}c^\dagger_{2\downarrow}|0\rangle$ with amplitude $+J$. Their even combination lies at $U+J$ and their odd combination at $U-J$. The six pair states thus have energies $U-3J$ (three states), $U-J$ (two) and $U+J$ (one).

Let $P$ project on states with one electron on every site, let $Q=1-P$, and let $H_0$ be the sum of $h$ over sites. Then $H_0P=0$, and $PVP=0$ because one hop always leaves an empty site. The Schrieffer-Wolff transformation $e^{S}(H_0+V)e^{-S}$, with $S$ anti-Hermitian and of first order in $t$, removes the coupling between $P$ and $Q$ at first order if

$$[S,H_0]=-(PVQ+QVP).$$

The two blocks of this condition give $PSQ=-PVQ\,H_0^{-1}$ and $QSP=H_0^{-1}QVP$. The inverse acts here on states with one empty and one doubly occupied site, whose energies are positive. At second order the transformed Hamiltonian contains $[S,V]+\tfrac12[S,[S,H_0]]$. The part $QVQ$ of $V$ drops out between two projectors $P$, and the double commutator cancels half of the rest:

$$H_{\rm eff}=\tfrac12P[S,V]P=-PVQ\,\frac{1}{H_0}\,QVP .$$

The first hop empties one site $i$ and doubly occupies a neighbour $j$. The second hop must restore one electron on every site, so it has to go from $j$ to $i$. Hence $H_{\rm eff}=\sum_{\langle ij\rangle}H_{ij}$ on any lattice at this order.

For one bond, combine spin and orbital into a flavour $f$ with four values and write $|fg\rangle=c^\dagger_{if}c^\dagger_{jg}|0\rangle$. Either electron can hop:

$$V|fg\rangle=-t\left(c^\dagger_{if}c^\dagger_{ig}+c^\dagger_{jf}c^\dagger_{jg}\right)|0\rangle .$$

The right side changes sign when $f$ and $g$ are exchanged. States symmetric in flavour are therefore annihilated, which is the Pauli principle blocking the hop. A normalised antisymmetric state gives

$$V\,\frac{|fg\rangle-|gf\rangle}{\sqrt2}=-\sqrt2\,t\left(c^\dagger_{if}c^\dagger_{ig}+c^\dagger_{jf}c^\dagger_{jg}\right)|0\rangle ,$$

with squared norm $2t^2+2t^2=4t^2$. Hopping leaves the spin and orbital form of the pair unchanged, so an antisymmetric bond state whose pair state has energy $E$ is lowered by $4t^2/E$.

It remains to write the corresponding projectors. Let $\mathbf S_i$ be the spin and $\mathbf T_i$ the orbital pseudospin, both dimensionless with length quantum number 1/2, and let orbitals 1 and 2 be the states $T^z=\pm\tfrac12$. The product $\mathbf S_i\cdot\mathbf S_j$ equals $\tfrac14$ in a triplet and $-\tfrac34$ in a singlet, so $\tfrac34+\mathbf S_i\cdot\mathbf S_j$ projects on the spin triplet and $\tfrac14-\mathbf S_i\cdot\mathbf S_j$ on the spin singlet. The same holds for the orbitals. Antisymmetry in flavour allows a spin triplet with an orbital singlet, at pair energy $U-3J$, or a spin singlet with an orbital triplet.

The orbital triplet is split. Its state $|11\rangle+|22\rangle$ belongs to the pair energy $U+J$, while $|11\rangle-|22\rangle$ and $|12\rangle+|21\rangle$ belong to $U-J$. From $T^y|1\rangle=\tfrac i2|2\rangle$ and $T^y|2\rangle=-\tfrac i2|1\rangle$ follow

$$4T^y_iT^y_j|11\rangle=-|22\rangle,\quad 4T^y_iT^y_j|22\rangle=-|11\rangle,\quad 4T^y_iT^y_j|12\rangle=|21\rangle .$$

Thus $T^y_iT^y_j$ is $-\tfrac14$ in the even state, $+\tfrac14$ in the other two triplet states and $-\tfrac14$ in the orbital singlet. The operator $\tfrac12+2T^y_iT^y_j$ is then 1 on the two states at $U-J$ and 0 on the remaining two. Subtracting it from the triplet projector $\tfrac34+\mathbf T_i\cdot\mathbf T_j$ leaves the projector on the even state. The bond Hamiltonian is

$$\begin{aligned}H_{ij}={}&-\frac{4t^2}{U-3J}\left(\tfrac34+\mathbf S_i\cdot\mathbf S_j\right)\left(\tfrac14-\mathbf T_i\cdot\mathbf T_j\right)\\&-\frac{4t^2}{U-J}\left(\tfrac14-\mathbf S_i\cdot\mathbf S_j\right)\left(\tfrac12+2T^y_iT^y_j\right)\\&-\frac{4t^2}{U+J}\left(\tfrac14-\mathbf S_i\cdot\mathbf S_j\right)\left(\tfrac14+\mathbf T_i\cdot\mathbf T_j-2T^y_iT^y_j\right).\end{aligned}$$

At $J=0$ the three denominators are equal and the projectors add up to the projector on all flavour-antisymmetric states. Let $P_{ij}$ exchange the flavours of the two sites. It is the product of a spin exchange and an orbital exchange, each $+1$ in a triplet and $-1$ in a singlet:

$$P_{ij}=\left(2\mathbf S_i\cdot\mathbf S_j+\tfrac12\right)\left(2\mathbf T_i\cdot\mathbf T_j+\tfrac12\right).$$

The antisymmetric projector is $(1-P_{ij})/2$, and therefore

$$H_{ij}\big|_{J=0}=-\frac{4t^2}{U}\,\frac{1-P_{ij}}2=\frac{2t^2}{U}\left(P_{ij}-1\right).$$

If the same unitary $4\times4$ matrix $u$ acts on the flavour of every site, exchanging two sites before or after the rotation makes no difference, so $P_{ij}$ commutes with $u\otimes u$. An overall phase of $u$ is trivial, and the symmetry is SU(4). Spin and orbital have no separate identity here: the exchange asks for different flavours on neighbouring sites and does not care whether they differ in spin or in orbital.

Hund's coupling removes this freedom. For $J>0$ the spin still enters through $\mathbf S_i\cdot\mathbf S_j$ and keeps its full rotation symmetry. The orbital part keeps rotations about the $y$ axis of pseudospin, which are the real rotations of the two orbitals. Hopping whose strength differs between the orbitals, as for real $e_g$ orbitals along a given bond direction, would break SU(4) already at $J=0$, since the flavours would no longer hop equally well.

On a single bond the consequence of $J>0$ is immediate. The largest energy gain is $4t^2/(U-3J)$, so the ground state is a spin triplet and an orbital singlet. Take the round values $t=0.1$ eV, $U=4$ eV and $J=1$ eV. The pair energies are 1, 3 and 5 eV, and with $4t^2=0.04$ eV² the bond energies are $-40.0$ meV (three states), $-13.3$ meV (two) and $-8.0$ meV (one).

The second-order result can be compared with the two-site fermion model itself. There the triplet bond state couples with strength $2t$ to one charge state at energy $\Delta=U-3J$, and the lower root of this two-level problem is

$$E=\tfrac12\left(\Delta-\sqrt{\Delta^2+16t^2}\right)=-38.5\ \text{meV}.$$

Second order overestimates the energy gain by about 4% of the two-site value. Expanding the root gives the leading correction $+16t^4/\Delta^3=1.6$ meV, which shows that $t/(U-3J)$, and not $t/U$, controls the expansion for this state.

For a lattice, consider first states that are products over sites, $\prod_i|\varphi_i\rangle$, with any spin-orbital state $\varphi_i$ on each site. No antisymmetric bond state gains more than $4t^2/(U-3J)$, so

$$H_{ij}\ge-\frac{4t^2}{U-3J}\,\frac{1-P_{ij}}2,\qquad \langle P_{ij}\rangle=|\langle\varphi_i|\varphi_j\rangle|^2\ge0 ,$$

and the energy per bond obeys

$$\langle H_{ij}\rangle\ge-\frac{2t^2}{U-3J}.$$

Which states reach this bound when $J>0$? The two site states must be orthogonal, and the pair must have no component with a spin singlet and an orbital triplet, because that component gains less. Write the amplitudes of $\varphi_i$ and $\varphi_j$ as $2\times2$ matrices $A$ and $B$, with rows for spin and columns for orbital, and let $\varepsilon$ be the antisymmetric $2\times2$ matrix with $\varepsilon_{12}=1$. Up to normalisation the spin-singlet amplitude is $A^{T}\varepsilon B$, a matrix in the two orbital indices. Its symmetric part is the orbital triplet and must vanish, which leaves

$$A^{T}\varepsilon B=c\,\varepsilon .$$

Suppose $c\ne0$. Then $A$ is invertible, and $A^{T}\varepsilon A=(\det A)\,\varepsilon$ implies $B=(c/\det A)A$. The two states would be parallel, in conflict with their orthogonality. So $c=0$. An invertible $A$ would now force $B=0$, and an invertible $B$ would force $A=0$, so both matrices have rank one: $A=s\,o^{T}$ and $B=s'o'^{T}$, with spin vectors $s,s'$ and orbital vectors $o,o'$. The condition becomes $(s^{T}\varepsilon s')\,o\,o'^{T}=0$, so $s$ and $s'$ are parallel. Orthogonality of the site states then requires $o$ and $o'$ to be orthogonal.

On a connected bipartite lattice these conditions can be met on every bond at once. All spins point the same way, and since a two-dimensional orbital space has one state orthogonal to a given $o$, the orbitals alternate between the sublattices. Within product states this is the ground state for every $J>0$ in the allowed range. At $J=0$ orthogonality alone suffices, and many other patterns have the same energy.

The competing patterns show what is at stake. Put orbital 1 on one site and orbital 2 on the other, so that $\langle\mathbf T_i\cdot\mathbf T_j\rangle=-\tfrac14$ and $\langle T^y_iT^y_j\rangle=0$. The last term of $H_{ij}$ then averages to zero, and the spins feel

$$H^{S}_{ij}=-\frac{2t^2}{U-3J}\left(\tfrac34+\mathbf S_i\cdot\mathbf S_j\right)-\frac{2t^2}{U-J}\left(\tfrac14-\mathbf S_i\cdot\mathbf S_j\right).$$

The coefficient of $\mathbf S_i\cdot\mathbf S_j$ is

$$-2t^2\left(\frac1{U-3J}-\frac1{U-J}\right)=-\frac{4t^2J}{(U-3J)(U-J)} .$$

It is negative, hence ferromagnetic, and vanishes with $J$. In the example it is $-0.04\times1/(1\times3)$ eV $=-13.3$ meV. Parallel spins ($\langle\mathbf S_i\cdot\mathbf S_j\rangle=\tfrac14$) give $-20.0$ meV per bond and antiparallel spins ($-\tfrac14$) give $-13.3$ meV.

If both sites carry the same orbital, parallel spins gain nothing. Antiparallel spins in the same real orbital have $\langle\mathbf T_i\cdot\mathbf T_j\rangle=\tfrac14$ and $\langle T^y_iT^y_j\rangle=0$, and gain $t^2[1/(U-J)+1/(U+J)]=5.3$ meV. In the same complex orbital $(|1\rangle+i|2\rangle)/\sqrt2$ the second average is $\tfrac14$ and the gain is $2t^2/(U-J)=6.7$ meV. For a product-state calculation of this model on a bipartite lattice the cell must therefore have two orbital sublattices, with parallel spins. The rule rests on exactly degenerate orbitals and on hopping that is equal for both and diagonal in them; with a crystal field or orbital-dependent hopping the bond Hamiltonian has to be derived again.

Product states leave out quantum fluctuations, and near $J=0$ these can change the answer, as the rings and the chain below show. With all spins parallel, $H_{ij}$ reduces to

$$H^{T}_{ij}=-\frac{4t^2}{U-3J}\left(\tfrac14-\mathbf T_i\cdot\mathbf T_j\right),$$

an antiferromagnetic Heisenberg model for the orbitals. The polarised state thus gains from orbital fluctuations, but an unpolarised state can fluctuate among all four flavours.

A ring of four sites at $J=0$ shows the difference. The state antisymmetric in the flavours of all four sites has $P_{ij}=-1$ on each bond and energy $4\times(2t^2/U)(-2)=-16t^2/U$. For polarised spins, the sum of $\mathbf T_i\cdot\mathbf T_j$ over the ring is $(\mathbf T_1+\mathbf T_3)\cdot(\mathbf T_2+\mathbf T_4)$, with minimum $-2$ when two pseudospins of length 1 form a singlet. The energy is $-(4t^2/U)(1+2)=-12t^2/U$. With $t^2/U=2.5$ meV these are $-40$ and $-30$ meV, so the ferromagnet loses. Because the energies on a finite ring are continuous in $J$, it also loses for small $J>0$. The claim that any positive $J$ makes the spins ferromagnetic holds for one bond and for product states on a bipartite lattice, but not for quantum lattices in general.

How the ferromagnet takes over can be seen by measuring energy in units of $4t^2/(U-3J)$. The polarised energy is then independent of $J$. The two spin-singlet terms carry the factors

$$r_1=\frac{U-3J}{U-J}=1-\frac{2J}{U-J},\qquad r_2=\frac{U-3J}{U+J}=1-\frac{4J}{U+J},$$

which both fall as $J$ grows. They multiply projectors with negative sign, so no energy level of the remaining states can go down in these units. Once the polarised state is the ground state, it stays so at larger $J$.

In the formal limit $J\to U/3$ both factors vanish, and the bond term in the same units becomes

$$-\left(\tfrac34+\mathbf S_i\cdot\mathbf S_j\right)\left(\tfrac14-\mathbf T_i\cdot\mathbf T_j\right)=-\left(\tfrac14-\mathbf T_i\cdot\mathbf T_j\right)+\left(\tfrac14-\mathbf S_i\cdot\mathbf S_j\right)\left(\tfrac14-\mathbf T_i\cdot\mathbf T_j\right).$$

The last product consists of commuting projectors and is not negative. Hence no state lies below the best polarised one. This is a statement about the effective model, because the expansion in $t/(U-3J)$ breaks down before the limit is reached.

The crossing itself needs numerics. Lanczos diagonalization of the effective Hamiltonian on rings, with the states of maximal total spin separated from all others, gives for the example:

| Sites | $J$ (eV) | Polarised (meV) | Lowest other (meV) |
|---|---|---|---|
| 4 | 0 | −30.0 | −40.0 |
| 4 | 1 | −120.0 | −112.5 |
| 8 | 0 | −56.5 | −74.6 |
| 8 | 1 | −226.0 | −222.9 |

Locating the $J$ at which the two energies meet gives a threshold $J_c/U$ of 0.206 for four sites and 0.207 for eight; a ring of six sites gives 0.199. Within the second-order model the example, at $J/U=0.25$, lies on the ferromagnetic side; the margin is about 6% of the polarised energy on four sites, where the lowest other state is a spin singlet, and 1.4% on eight, where it has total spin 3, one unit below the maximum. The eight-site singlet lies at $-220.9$ meV, 2.3% above the polarised state. This does not settle the fermion model, because higher orders shift the two states differently. Exact diagonalization of the periodic four-site fermion ring with the same parameters puts the lowest spin singlet at $-114.8$ meV and the polarised state at $-110.0$ meV, the reverse of the order in the table. This reversal depends on the boundary condition, which the second-order model does not see: with antiperiodic boundaries the singlet lies at $-104.9$ meV and the polarised state at $-120.9$ meV, and on the periodic ring the order of the table returns at $t=0.05$ eV. At $J=0.2$ eV, or $J/U=0.05$, the best product state is still ferromagnetic, while the ground states of both rings are not. Such small rings do not fix the threshold of the infinite chain, and they say nothing about lattices of higher dimension.

For the infinite chain, two bounds prove that full polarisation is absent at small $J$. They do not show that it sets in before $J$ reaches $U/3$. As a trial state take a product of four-site blocks, each in the fully antisymmetric flavour state. By SU(4) symmetry a pair of neighbours inside a block is found with equal weight $\tfrac16$ in each of the six antisymmetric states. Two neighbours in different blocks are uncorrelated and have weight $\tfrac1{16}$ in each of their sixteen states. With

$$\Sigma=\frac3{U-3J}+\frac2{U-J}+\frac1{U+J},$$

three inner bonds and one connecting bond per four sites give the energy per site

$$e_{\rm trial}=-\frac{4t^2\Sigma}{4}\left(\frac36+\frac1{16}\right)=-\frac{9}{16}\,t^2\Sigma .$$

For the polarised states, cover the chain with overlapping three-site clusters, one starting at each site, so that every bond is counted twice. In a cluster $\mathbf T_2\cdot(\mathbf T_1+\mathbf T_3)\ge-1$, the minimum being reached when $\mathbf T_1+\mathbf T_3$ has length 1 and the total pseudospin is 1/2. The average of $\mathbf T_i\cdot\mathbf T_j$ per bond is then at least $-\tfrac12$, and

$$e_{\rm pol}\ge-\frac{4t^2}{U-3J}\left(\tfrac14+\tfrac12\right)=-\frac{3t^2}{U-3J}.$$

At $J=0$ the trial energy is $-3.375\,t^2/U$, below the floor of $-3\,t^2/U$ for polarised states. In general the trial state wins if $\tfrac{9}{16}\Sigma(U-3J)>3$, that is, if $2r_1+r_2>\tfrac73$. Solving for equality numerically gives $J/U=0.083$, and because $r_1$ and $r_2$ fall with $J$, full polarisation is excluded everywhere below that value. This is a lower bound on the chain's threshold, not an estimate of it. For a chain in this range, within the second-order model, the full spin polarisation found by a product-state calculation is an artefact of the approximation, and the calculation needs a method that keeps the correlations between sites.
